\section*{Two noncollinear extensions of GGA functionals: projection and Scalmani--Frisch invariants, part 3}

A collinear GGA is extended to a turning magnetization $\mathbf m$ by projection (P) or Scalmani--Frisch invariants (SF). Hartree atomic units; $v=\delta E/\delta n$, $\mathbf B=\delta E/\delta\mathbf m$; repeated indices are summed. The energy per volume $F$, with subscripts for partial derivatives, obeys
\begin{equation}
F(n,-s,\gamma_{nn},-\gamma_{nm},\gamma_{mm})=F(n,s,\gamma_{nn},\gamma_{nm},\gamma_{mm}).
\label{even}
\end{equation}
Both schemes set $s=|\mathbf m|$, $\gamma_{nn}=|\nabla n|^2$. With $w_a=\nabla n\cdot\nabla m_a$ and $\mathbf w_\perp=|\mathbf m|(\nabla n\cdot\nabla)\hat{\mathbf m}$,
\begin{align}
\text{P:}\quad&\gamma_{nm}=\hat{\mathbf m}\cdot\mathbf w, &&\gamma_{mm}=|\hat m_a\nabla m_a|^2,\label{P}\\
\text{SF:}\quad&\gamma_{nm}=f|\mathbf w|,\quad f=\operatorname{sgn}(\mathbf m\cdot\mathbf w), &&\gamma_{mm}=\nabla m_a\cdot\nabla m_a .\label{SF}
\end{align}
\begin{gather}
\nabla|\mathbf m|=\hat m_a\nabla m_a .\label{proj}\\
\nabla m_a\cdot\nabla m_a=|\nabla|\mathbf m||^2+|\mathbf m|^2|\nabla\hat{\mathbf m}|^2,\qquad |\nabla\hat{\mathbf m}|^2\equiv\nabla\hat m_a\cdot\nabla\hat m_a,\label{dec1}\\
|\mathbf w|^2=(\hat{\mathbf m}\cdot\mathbf w)^2+|\mathbf w_\perp|^2,\qquad
\mathbf m\cdot\mathbf w=|\mathbf m|\,\nabla n\cdot\nabla|\mathbf m| .\label{dec3}
\end{gather}
For P, $\mathbf I=2F_{nn}\nabla n+F_{nm}\nabla|\mathbf m|$, $\mathbf K=2F_{mm}\nabla|\mathbf m|+F_{nm}\nabla n$,
\begin{equation}
v=F_n-\nabla\cdot\mathbf I,\qquad \mathbf B_{\rm P}=\hat{\mathbf m}\left[F_s-\nabla\cdot\mathbf K\right].
\label{BP}
\end{equation}
For SF at constant $f$,
\begin{gather}
\mathbf I=2F_{nn}\nabla n+F_{nm}f\hat w_a\nabla m_a,\qquad
\mathbf J_a=2F_{mm}\nabla m_a+F_{nm}f\hat w_a\nabla n ,\label{IJ}\\
v=F_n-\nabla\cdot\mathbf I,\qquad B_{{\rm SF},a}=F_s\hat m_a-\nabla\cdot\mathbf J_a .\label{BSF}
\end{gather}
On sheets, where $p=\mathbf m\cdot\mathbf w$ changes sign (normal $\boldsymbol\nu$ towards $p>0$), the energy density jumps from $e_-$ to $e_+$, adding
\begin{gather}
\delta E_{\rm flux}=\int dS\;\boldsymbol\nu\cdot\left[(\mathbf I^--\mathbf I^+)\delta n+(\mathbf J_a^--\mathbf J_a^+)\delta m_a\right].\label{flux}\\
\delta E_{\rm move}=\int(e_+-e_-)\,\delta_{\rm D}(p)\,\delta p\;d^3r,\qquad \delta p=\delta\mathbf m\cdot\mathbf w+\mathbf m\cdot\delta\mathbf w .\label{move}
\end{gather}
Part (f) seeks the field at $x_0$ and $E(\varepsilon)-E(0)$ for $\mathbf m=(\varepsilon,0,s(x))$, small constant $\varepsilon>0$, $s$ odd in $y=x-x_0$, $|s'(x_0)|=g$. Here $\eta=\operatorname{sgn}s$, $s_\varepsilon=\eta|\mathbf m|$, $\sigma=\operatorname{sgn}(\mathbf m\cdot\mathbf m')$; superscript c marks derivatives at collinear arguments. P gives, with derivatives at $(n,0,n'^2,0,0)$,
\begin{equation}
B_{{\rm P},x}(x_0)=-\frac{g^2}{\varepsilon}\left[2F_{mm}+n'^2F_{nm,nm}\right]+O(\varepsilon),
\label{BPnode}
\end{equation}
and energy $C|\varepsilon|$ per node,
\begin{equation}
C=\frac1g\int_{-\pi/2}^{\pi/2}\frac{du}{\cos^2u}\Big[F(n,0,n'^2,n'g\sin u,g^2\sin^2u)-F(n,0,n'^2,n'g,g^2)\Big].
\label{C}
\end{equation}
Quadratic estimate: $C\approx-\tfrac{\pi g}{2}(2F_{mm}+n'^2F_{nm,nm})$. The PBE model has $L=5.45$ bohr, $k=2\pi/L$, $n=n_0[1+0.4\cos(2kx+0.6)]$, $n_0=0.075$, $m_0=0.02$ bohr$^{-3}$. Earlier examples: collinear $s=m_0\cos kx$ along $\mathbf u=(1,2,2)/3$ (part (c): $\mathbf u\cdot\mathbf B=-0.0524278$ Ha at $x=0.9$); texture $m_0(\cos kx,0.6\sin kx,0.4)$; cone $(m_\perp\cos qx,m_\perp\sin qx,m_z)$, $q=k$, $n=n_0$.

\emph{SF field.} Here $\mathbf m'=(0,0,s')$, so $\gamma_{mm}=s'^2$ and $\gamma_{nm}=\eta n's'$, both independent of $\varepsilon$. The $x$ component of $\mathbf J$ vanishes because $\mathbf J\parallel\mathbf m'$, and $B_x=F_s\,\varepsilon/|\mathbf m|$. By parity $F_s=\eta F_s(n,s_\varepsilon,n'^2,n's',s'^2)$, so on the two sides of the node
\begin{equation}
B_{{\rm SF},x}(x_0\pm0)=\eta F_s^{\rm c}(x_0)+\varepsilon F_{ss}^{\rm c}+O(\varepsilon^2).
\label{BSFnode}
\end{equation}
The field is bounded and two-valued, and it is of order one only over a width $\varepsilon/g$, falling as $\varepsilon/(g|y|)$ just outside, so the integral of its magnitude is of order $\varepsilon\ln(1/\varepsilon)$ and goes to zero. The node is a sheet for $\varepsilon\neq0$, but the jumps of $e$ and of $\mathbf J$ there are $O(\varepsilon)$.

\emph{SF energy.} The only change is $s\to s_\varepsilon$, and $s_\varepsilon^2-s^2=\varepsilon^2$ gives $s_\varepsilon-s=\varepsilon^2/(s_\varepsilon+s)$, an odd function of $y$. The second-order Taylor term is of size $\varepsilon^4\int dy/(s_\varepsilon+s)^2=O(\varepsilon^3)$, because the integrand is at most $1/\varepsilon^{2}$ over a width $\varepsilon/g$ and falls as $1/(2gy)^2$ outside. In the first-order term write $F_s^{\rm c}(x)=F_s^{\rm c}(x_0)+b(y)$ with $b=O(y)$. The constant multiplies an odd function and cancels between the two sides. The remainder $b/(s_\varepsilon+s)$ is bounded and tends to $b/2s$. Hence
\begin{equation}
E_{\rm SF}(\varepsilon)-E(0)=K\varepsilon^2+O(\varepsilon^3),\qquad K={\rm PV}\!\int\frac{F^{\rm c}_s}{2s}\,dx ,
\label{K}
\end{equation}
where PV is the principal value taken symmetrically about each node. SF has the expected order. The bounded SF field belongs to the node and does not extend to the whole cell once the tilt varies. For $\mathbf m=(\varepsilon t(x),0,s)$ the current contains $J_x\ni F_{nm}n'\sigma\,\varepsilon t'/|\mathbf m'|$. Near an extremum $x_1$ of $s$ with $s$, $n'$ and $t'$ nonzero, $|\mathbf m'|\approx\sqrt{s''^2(x-x_1)^2+\varepsilon^2t'^2}$, so this term changes by an amount of order $|F_{nm}n'|$ over a width $\varepsilon|t'/s''|$. There $B_{{\rm SF},x}$ grows as $1/\varepsilon$, while $B_{{\rm P},x}=O(\varepsilon)$. This case is not covered by the numerical check.

\emph{Numbers.} For $s=m_0\cos kx$ the nodes are at $L/4$ and $3L/4$, both with $n=0.0502399$ bohr$^{-3}$, $n'=0.0390578$ and $g=0.0230576$ bohr$^{-4}$. There $F_{mm}=-0.214637$ Ha\,bohr$^5$ and $F_{nm,nm}=34.5405$ Ha\,bohr$^{13}$, so the bracket in \eqref{BPnode} is $-0.429274+(0.0390578)^2(34.5405)=-0.429274+0.052692=-0.376582$, and $\varepsilon B_x\to(0.0230576)^2(0.376582)=2.0021\times10^{-4}$ Ha/bohr$^3$. The computed $B_{{\rm P},x}$ is $1.00058$ Ha at $\varepsilon=2\times10^{-4}$ and $10.0105$ Ha at $\varepsilon=2\times10^{-5}$ bohr$^{-3}$, some two hundred times the collinear field of part (c). Equation \eqref{C} gives $C=0.0134791$ Ha\,bohr, near the quadratic estimate $\tfrac\pi2(0.0230576)(0.376582)=0.01364$, and $2C=0.0269582$ agrees with the extrapolated quadrature value $0.0269583$. At $\varepsilon=2\times10^{-5}$ this predicts $5.392\times10^{-7}$ Ha/bohr$^2$ against the computed $5.36851\times10^{-7}$, the gap being the $O(\varepsilon^2)$ term. For SF the collinear $F_s^{\rm c}$ at $L/4$ is $-0.0084595$ Ha. To the left $s>0$ and to the right $s<0$, and the computed fields are $-0.00850208$ and $+0.00841693$ Ha at $\varepsilon=2\times10^{-5}$, both shifted by about $-4.3\times10^{-5}$ as \eqref{BSFnode} requires; at $\varepsilon=2\times10^{-4}$ they are $-0.00888541$ and $+0.00803393$, with ten times the shift. Formula and quadrature give $K=-3.75772$ Ha\,bohr$^4$, so $K\varepsilon^2=-1.5031\times10^{-9}$ at the smaller $\varepsilon$, against the computed $-1.50322\times10^{-9}$ Ha/bohr$^2$. Between the two values of $\varepsilon$ the P energy change scales by about ten ($5.15991\times10^{-6}$ at the larger) and the SF change by about a hundred ($-1.50446\times10^{-7}$).

\section*{(g) An isolated zero of the magnetization}

\textbf{Problem.} In three dimensions a noncollinear $\mathbf m$ generically vanishes at points. For $\mathbf m=s(r)\hat{\mathbf r}$, $s=gr+cr^3+\dots$ with $g>0$, and uniform $n$, find both fields near $r=0$.

\textbf{Solution.} From $\partial_i\hat r_a=(\delta_{ai}-\hat r_a\hat r_i)/r$,
\begin{equation}
\partial_im_a=s'\hat r_a\hat r_i+\frac sr(\delta_{ai}-\hat r_a\hat r_i),
\end{equation}
with the prime now $d/dr$. The two tensors are orthogonal projectors of rank one and two, so $\gamma_{mm}=s'^2$ in P and $\gamma_{mm}=s'^2+2s^2/r^2$ in SF, while $\gamma_{nn}=\gamma_{nm}=0$. The state is symmetric under joint rotations of space and spin and under the corresponding reflections, so $\mathbf B=B\hat{\mathbf r}$, and $B$ follows from varying $E=\int4\pi r^2F\,dr$ with respect to $s$. With $\phi=2F_{mm}$, $\delta F=F_s\delta s+\phi s'\delta s'$ in P, plus $2\phi s\,\delta s/r^2$ in SF. Integrating $r^2\phi s'\delta s'$ by parts and dividing by $r^2$,
\begin{align}
B_{\rm P}&=F_s-\phi's'-\phi s''-2\phi s'/r,\\
B_{\rm SF}&=F_s-\phi's'-\phi s''-2\phi\,(s'/r-s/r^2).
\end{align}
Near the origin $F_s=O(r)$ (odd, with $\gamma_{nm}=0$), $\phi$ is even in $r$ so $\phi'=O(r)$, and $s''=6cr+\dots$. In P the last term is $-2\phi g/r$, so $rB_{\rm P}\to-4gF_{mm}(n,0,0,0,g^2)$. In SF, $s'/r-s/r^2=(g+3cr^2)/r-(g+cr^2)/r=2cr$, the $1/r$ parts cancel, and $B_{\rm SF}=O(r)$: a smooth vector field through the zero.

With $n=n_0$ and $s=gr\,e^{-r^2/2R^2}$, $g=0.02$ bohr$^{-4}$, $R=1.5$ bohr, $F_{mm}=-0.133133$ Ha\,bohr$^5$ gives $-4gF_{mm}=0.08\times0.133133=0.01065$ Ha\,bohr. At $r=10^{-3}$ bohr the fields are $B_{\rm P}=10.6506$ Ha and $B_{\rm SF}=-3.97493\times10^{-5}$ Ha, the latter with slope $-0.0397493$ Ha/bohr. The radial formulas reproduce the finite-difference energy derivatives $-0.00292673$ Ha (P) and $-0.0039175$ Ha (SF) for $\delta s=gr\,e^{-r^2}$ ($r$ in bohr).

For a general zero $\mathbf m=A\mathbf r$ with $\nabla n\ne0$, $\nabla|\mathbf m|=A^{\rm T}A\mathbf r/|A\mathbf r|$ is homogeneous of degree zero. The P energy density then has a direction-dependent limit, and its field, one derivative higher, grows as $1/r$. This is integrable in three dimensions, so matrix elements exist but are poorly sampled by a grid. In SF, $\gamma_{mm}=\operatorname{tr}A^{\rm T}A$ and $\mathbf w=A\nabla n$ are smooth, the energy density is continuous at the point by \eqref{even}, and $F_s\hat{\mathbf m}$ is bounded but depends on direction. SF has a singular set of its own, not covered by the numerical check: at an isolated zero of $\mathbf w$, the generic case for a noncollinear state in three dimensions, with $\mathbf m\neq0$ and $\nabla n\neq0$, the term $F_{nm}f\hat w_a\nabla n$ in \eqref{IJ} is of degree zero, and its divergence grows as the inverse distance. In an exactly collinear state $\mathbf w$ vanishes on surfaces, but $f\hat{\mathbf w}=\eta\mathbf u$ is constant across them and the field stays finite.

\section*{(h) The closed shell}

\textbf{Problem.} For $\mathbf m=\lambda\boldsymbol\mu$ with $\lambda\to0$, compare the second-order energy of each scheme with what a twice differentiable, rotation-invariant functional with the same collinear limit must give.

\textbf{Solution.} Such a functional has second-order energy $\tfrac12\lambda^2\iint\mu_a(\mathbf r)\,\mathcal K_{ab}(\mathbf r,\mathbf r')\,\mu_b(\mathbf r')\,d^3r\,d^3r'$. Invariance under every global spin rotation $\mathcal R$ requires $\mathcal R^{\rm T}\mathcal K\mathcal R=\mathcal K$ for the $3\times3$ matrix at each pair of points, which forces $\mathcal K_{ab}=\delta_{ab}\mathcal K$. The collinear limit fixes $\mathcal K$, and the energy is the sum of three collinear ones. Let $\mathbf w$ now be built from $\boldsymbol\mu$. In the collinear expansion $s$ and $\gamma_{nm}$ are of order $\lambda$, $\gamma_{mm}$ is of order $\lambda^2$, and the first-order terms vanish by parity. Summing over $a$ the coefficient of $\lambda^2$,
\begin{equation}
Q=\tfrac12F_{ss}|\boldsymbol\mu|^2+F_{s,nm}\,\boldsymbol\mu\cdot\mathbf w+\tfrac12F_{nm,nm}|\mathbf w|^2+F_{mm}\nabla\mu_a\cdot\nabla\mu_a ,
\label{Q}
\end{equation}
with all derivatives at $(n,0,\gamma_{nn},0,0)$. Each scheme gives $\tfrac12F_{ss}s^2+F_{s,nm}s\gamma_{nm}+\tfrac12F_{nm,nm}\gamma_{nm}^2+F_{mm}\gamma_{mm}$ with its own arguments. In P, $s\gamma_{nm}=\boldsymbol\mu\cdot\mathbf w$ is right, and \eqref{dec1} and \eqref{dec3} give what is missing from the other two terms. In SF those two are right and the cross term is not:
\begin{align}
Q_{\rm P}-Q&=-F_{mm}|\boldsymbol\mu|^2|\nabla\hat{\boldsymbol\mu}|^2-\tfrac12F_{nm,nm}|\mathbf w_\perp|^2,\\
Q_{\rm SF}-Q&=F_{s,nm}\left(f|\boldsymbol\mu||\mathbf w|-\boldsymbol\mu\cdot\mathbf w\right).
\end{align}
Both defects vanish for collinear $\boldsymbol\mu$, and neither integrates to zero in general. A twist placed where $\nabla n=0$ makes the P defect one-signed. The SF defect equals $F_{s,nm}f(|\boldsymbol\mu||\mathbf w|-|\boldsymbol\mu\cdot\mathbf w|)$ and is one-signed for a twist confined to a small region where neither $f$ nor the sign of $F_{s,nm}$ changes. The second-order energy of P, and of SF in a nonuniform density, is thus homogeneous of degree two but in general not a quadratic form, and in these cases there is no Hessian at $\mathbf m\equiv0$. A triplet kernel for a closed shell has to be taken from \eqref{Q}; differentiating \eqref{BP} or \eqref{BSF} with a threshold on $|\mathbf m|$ gives a result that depends on how the limit is taken. For uniform density $\mathbf w=0$ and SF reproduces $Q$ at this order, while P does not.

The test point has $n=0.06$, $\nabla n=(0.04,0.01,-0.02)$, $\boldsymbol\mu=(0.01,0.005,0.015)$, and gradients $\nabla\mu_x=(0.02,0,0.01)$, $\nabla\mu_y=(-0.015,0.01,0)$, $\nabla\mu_z=(0.005,0.02,-0.01)$, all in atomic units. Then $\mathbf w=(6,-5,6)\times10^{-4}$, $\boldsymbol\mu\cdot\mathbf w=1.25\times10^{-5}$ (so $f=+1$), $|\boldsymbol\mu||\mathbf w|=1.84255\times10^{-5}$, and $F_{mm}=-0.170888$, $F_{nm,nm}=17.2041$, $F_{s,nm}=6.79214$. The nine squared gradient components sum to $1.35\times10^{-3}$. With $\hat{\boldsymbol\mu}=(2,1,3)/\sqrt{14}$ the projected gradient is $(0.04,0.07,-0.01)/\sqrt{14}$, of square $0.0066/14=4.7143\times10^{-4}$, so $|\boldsymbol\mu|^2|\nabla\hat{\boldsymbol\mu}|^2=8.7857\times10^{-4}$. With $|\boldsymbol\mu|^2=3.5\times10^{-4}$, $|\mathbf w_\perp|^2=9.7\times10^{-7}-(1.25\times10^{-5})^2/(3.5\times10^{-4})=5.2357\times10^{-7}$. Therefore
\begin{align}
Q_{\rm P}-Q&=1.50137\times10^{-4}-0.04504\times10^{-4}=1.45633\times10^{-4}\ \text{Ha/bohr}^3,\\
Q_{\rm SF}-Q&=6.79214\,(1.84255-1.25)\times10^{-5}=4.0247\times10^{-5}\ \text{Ha/bohr}^3,
\end{align}
in agreement with the directly computed $1.45633\times10^{-4}$ and $4.02469\times10^{-5}$. Against $Q=-4.65119\times10^{-4}$ Ha/bohr$^3$ these are about 31\% and 9\% at this point.

\section*{What the numerical check tests}

The numerical check writes out PBE and compares its energy and the derivatives $F_s$, $F_{nm}$, $F_{mm}$ with libxc at random collinear points, where it also compares both noncollinear energy densities; the identities \eqref{proj} and \eqref{dec1} are tested by finite differences of $|\mathbf m|$ and $\hat{\mathbf m}$, and the bound $|\mathbf w|^2\le\gamma_{nn}\gamma_{mm}$ is checked at random points. The fields \eqref{BP} and \eqref{BSF} are compared with the collinear field built from libxc derivatives, and with finite differences of energies obtained by Gauss--Legendre quadrature of the definitions \eqref{P} and \eqref{SF}. The panels end at the sheets, which are located afresh for every displaced field, so the finite differences contain the terms \eqref{flux} and \eqref{move} without using their formulas. Torques are tested by applying exact finite local rotations to the magnetization. The coefficients $C$ and $K$ are compared with direct quadratures on panels refined geometrically toward the nodes and extrapolated in $\varepsilon$, and the closed-shell defects with the difference between each scheme and three separate collinear evaluations at small $\lambda$.

\section*{Calculated quantities}
\begin{verbatim}
L, k = 5.45 1.15288 bohr, 1/bohr
n0, m0 = 0.075 0.02 bohr^-3
collinear x=0.9: u.B P = -0.0524278 Ha
collinear x=0.9: u.B SF = -0.0524278 Ha
collinear x=0.9: B libxc = -0.0524278 -1.42663 Ha, eV
texture: sheets at x = 1.3625 2.725 4.0875 5.45 bohr
texture: E_P, E_SF = -0.152154 -0.152233 Ha/bohr^2
dE/dlam P: finite diff, bulk = -0.00290659 -0.00290659 Ha/bohr^2
dE/dlam SF: finite diff, bulk = -0.00296381 -0.0030102 Ha/bohr^2
dE/dlam SF: flux sheet, moving sheet = -6.88942e-05 0.000115283 Ha/bohr^2
SF jump e(+)-e(-) at first sheet = 0.000250968 Ha/bohr^3
rotation SF: finite diff, bulk, sheets = -5.5059e-05 -0.000175045 0.000119986 Ha/bohr^2
net torque z SF: bulk, sheets = 0.000386975 -0.000386975 Ha/bohr^2
SF torque at x=0.7 = -5.15681e-05 -6.93965e-05 0.000164349 Ha/bohr^3
cone: m_perp, m_z = 0.01 0.0173205 bohr^-3
cone: F_mm = -0.149596 Ha bohr^5
cone: 2F_mm q^2 mz mp; dE/dlam = -6.88775e-05 0.000187691 Ha/bohr^3; Ha/bohr^2
cone: e_SF - e_P = -1.99155e-05 Ha/bohr^3
node: n, n', g = 0.0502399 0.0390578 0.0230576 bohr^-3, bohr^-4, bohr^-4
node: C per node; 2C; quadrature = 0.0134791 0.0269582 0.0269583 Ha bohr
node: K formula; quadrature = -3.75772 -3.75772 Ha bohr^4
node: F_mm, F_nm,nm at s=0 = -0.214637 34.5405 Ha bohr^5, Ha bohr^13
node: limit eps*B_x P = 0.00020021 Ha bohr^-3
node: collinear F_s (libxc) = -0.0084595 Ha
eps=2e-04: B_x P, SF left, SF right = 1.00058 -0.00888541 0.00803393 Ha
eps=2e-04: dE P, dE SF = 5.15991e-06 -1.50446e-07 Ha/bohr^2
eps=2e-05: B_x P, SF left, SF right = 10.0105 -0.00850208 0.00841693 Ha
eps=2e-05: dE P, dE SF = 5.36851e-07 -1.50322e-09 Ha/bohr^2
hedgehog dE/dlam P: fd, field = -0.00292673 -0.00292673 Ha
hedgehog dE/dlam SF: fd, field = -0.0039175 -0.0039175 Ha
hedgehog: g, R, F_mm = 0.02 1.5 -0.133133 bohr^-4, bohr, Ha bohr^5
hedgehog: -4gF_mm; B_SF/r = 0.0106507 -0.0397493 Ha bohr; Ha/bohr
hedgehog r=1e-3: B_P, B_SF = 10.6506 -3.97493e-05 Ha
closed shell: n, grad n, m = 0.06 0.04 0.01 -0.02 0.01 0.005 0.015 a.u.
grad m rows = 0.02 0 0.01 -0.015 0.01 0 0.005 0.02 -0.01 bohr^-4
F_mm, F_nm,nm, F_s,nm = -0.170888 17.2041 6.79214 a.u.
w; m.w; |m||w| = 0.0006 -0.0005 0.0006 1.25e-05 1.84255e-05 a.u.
isotropic second order Q = -0.000465119 Ha/bohr^3
defect P: numerical, formula = 0.000145633 0.000145633 Ha/bohr^3
defect SF: numerical, formula = 4.02469e-05 4.0247e-05 Ha/bohr^3
\end{verbatim}
